# Predicting a Bilayer Shear Frequency from the Bulk Layer Chain

## Problem

A layered crystal is built from identical layers. In one of its bulk vibrations, neighbouring layers slide in opposite directions parallel to their planes. This interlayer shear mode has the wavenumber $\nu_{\text{bulk}}=32\ \text{cm}^{-1}$.

Treat each layer as a rigid sheet of mass per area $\mu$. Adjacent layers are joined by a harmonic shear coupling with force constant per area $K$, which is the same in thin stacks as in the bulk. The stacks are free, with no substrate.

1. Express the angular frequency of the bulk mode through $K$ and $\mu$.
2. Find the shear frequency of a bilayer and predict its wavenumber.
3. Find the shear frequencies of a free stack of $N$ layers, and check that the highest one approaches the bulk value.
4. Examine how the bilayer prediction changes if the interface stiffens, if more distant layers interact, or if the layers are not perfectly rigid.

## Solution

### The chain and its bulk mode

Let $u_n$ be the displacement of layer $n$ along one fixed in-plane direction. We assume that the layers and their stacking have threefold symmetry, so that the shear coupling is the same for every in-plane direction and one direction is enough. The elastic energy per area is

$$V=\frac K2\sum_n (u_{n+1}-u_n)^2 .$$

Layer $n$ appears in two terms of this sum, one for each of its interfaces. The force per area on it is $-\partial V/\partial u_n$, so Newton's equation reads

$$\mu\ddot u_n=K(u_{n+1}-u_n)-K(u_n-u_{n-1})=K(u_{n+1}+u_{n-1}-2u_n).$$

In the given bulk mode neighbouring layers move oppositely: $u_n=(-1)^nA\cos\omega t$. Hence $u_{n+1}=u_{n-1}=-u_n$, and

$$\mu\ddot u_n=K(-u_n-u_n-2u_n)=-4Ku_n .$$

Since $\ddot u_n=-\omega^2u_n$, this gives

$$\omega_{\text{bulk}}^2=\frac{4K}{\mu}.$$

The factor 4 has a simple origin. Each layer has two interfaces, and the relative displacement across each is twice the displacement of the layer itself.

If the crystal cell contains two layers, this pattern repeats from cell to cell and is a zone-centre mode. The pattern matters: a bulk mode with another phase difference between neighbouring layers would have a different relation to $K$.

### The bilayer

Each layer of a bilayer has one interface:

$$\mu\ddot u_1=K(u_2-u_1),\qquad \mu\ddot u_2=K(u_1-u_2).$$

Adding the equations gives $\mu(\ddot u_1+\ddot u_2)=0$. The centre of mass moves uniformly, which is a free translation and not a vibration. Subtracting the first equation from the second, with $r=u_2-u_1$, gives

$$\mu\ddot r=K(u_1-u_2)-K(u_2-u_1)=-2Kr .$$

The bilayer shear mode therefore has

$$\omega_2^2=\frac{2K}{\mu}.$$

In this mode the layers again move oppositely. The displacement across the interface is still twice that of each layer, but each layer now has one interface instead of two. The restoring force per displacement falls from $4K$ to $2K$.

Dividing the two results removes both unknowns:

$$\frac{\omega_2}{\omega_{\text{bulk}}}=\sqrt{\frac{2K/\mu}{4K/\mu}}=\frac1{\sqrt2}.$$

Halving the restoring force lowers the frequency by $\sqrt2$, not by 2, because the force constant determines the square of the frequency. Wavenumber and angular frequency are proportional, $\omega=2\pi c\nu$, so the same ratio holds for wavenumbers:

$$\nu_2=\frac{32\ \text{cm}^{-1}}{\sqrt2}=0.7071\times32\ \text{cm}^{-1}=22.6\ \text{cm}^{-1}.$$

This corresponds to 0.678 THz, or a vibrational quantum of 2.81 meV.

### The same result with a definite mass

The prediction needs no mass, but a round value shows the size of the force constant. Take $\mu=3.0\times10^{-6}\ \text{kg/m}^2$. The bulk angular frequency is $\omega_{\text{bulk}}=6.028\times10^{12}\ \text{rad/s}$, so

$$K=\frac{\mu\omega_{\text{bulk}}^2}{4}
=\frac{3.0\times10^{-6}\,(6.028\times10^{12})^2}{4}\ \text{N/m}^3
=2.725\times10^{19}\ \text{N/m}^3 .$$

The unit is that of a force per area divided by a displacement. The bilayer period follows as

$$T=\frac{2\pi}{\omega_2}=2\pi\sqrt{\frac{\mu}{2K}}
=2\pi\sqrt{\frac{3.0\times10^{-6}}{5.450\times10^{19}}}\ \text{s}=1.474\ \text{ps}.$$

Then $1/(cT)$ returns $22.6\ \text{cm}^{-1}$. Doubling $\mu$ at fixed $\nu_{\text{bulk}}$ would double the inferred $K$ and leave $T$ unchanged. The numerical output below includes the period found by integrating the equations of motion, which agrees with this value.

### A stack of $N$ layers

The end layers of a free stack have one interface each. They can be given the same equation as inner layers by adding fictitious layers $0$ and $N+1$ that exert no force:

$$u_0=u_1,\qquad u_{N+1}=u_N .$$

Try a standing wave $u_n=\cos[q(n-\tfrac12)]\cos\omega t$. The identity $\cos(a+q)+\cos(a-q)=2\cos a\cos q$ gives

$$u_{n+1}+u_{n-1}-2u_n=-2(1-\cos q)u_n=-4\sin^2\!\frac q2\,u_n .$$

Newton's equation then requires

$$\omega^2=\frac{4K}{\mu}\sin^2\frac q2=\omega_{\text{bulk}}^2\sin^2\frac q2 .$$

The first end condition holds for any $q$, since $\cos(-q/2)=\cos(q/2)$. The second requires

$$\cos[q(N+\tfrac12)]-\cos[q(N-\tfrac12)]=-2\sin(qN)\sin\frac q2=0,$$

which is satisfied by $q=j\pi/N$ with integer $j$. The values $j=0,1,\dots,N-1$ give $N$ different frequencies, as many as there are layers, so they account for all modes along the chosen direction:

$$\nu_j=\nu_{\text{bulk}}\sin\frac{j\pi}{2N}.$$

The value $j=0$ is the free translation. For $N=2$ and $j=1$ the sine is $\sin(\pi/4)=1/\sqrt2$, which is the bilayer result again.

The highest mode has $j=N-1$, so its wavenumber is

$$\nu_{\text{top}}=\nu_{\text{bulk}}\sin\left(\frac\pi2-\frac{\pi}{2N}\right)=\nu_{\text{bulk}}\cos\frac{\pi}{2N}.$$

| Layers | Highest shear mode (cm$^{-1}$) |
|---:|---:|
| 2 | 22.63 |
| 3 | 27.71 |
| 4 | 29.56 |
| 6 | 30.91 |
| 30 | 31.96 |

For large $N$, $\cos x\approx1-x^2/2$ gives $\nu_{\text{top}}\approx\nu_{\text{bulk}}[1-\pi^2/(8N^2)]$. The distance to the bulk value thus shrinks as $1/N^2$, and the bilayer lies farthest below it.

### A different interface stiffness

Suppose that the bilayer interface has force constant $K'$ instead of the bulk value $K$. Then $\omega_2^2=2K'/\mu$, and

$$\nu_2=\frac{\nu_{\text{bulk}}}{\sqrt2}\sqrt{\frac{K'}{K}} .$$

An interface 10% stiffer than in the bulk gives $22.63\sqrt{1.1}=23.73\ \text{cm}^{-1}$, about 5% above the original prediction. Read in reverse, $K'/K=2(\nu_2/\nu_{\text{bulk}})^2$ turns a measured pair of frequencies into a ratio of stiffnesses, provided the other assumptions hold.

### Coupling to more distant layers

Let layers $d$ places apart be joined by a force constant $K_d$, with $K_1=K$. In the alternating bulk mode, the two layers at distance $d$ from layer $n$ both have displacement $(-1)^du_n$. Their force on it is

$$2K_d[(-1)^d-1]u_n .$$

For $d=2$ this vanishes, because second neighbours move together. A bilayer has no second neighbours. Second-neighbour coupling therefore changes neither frequency, and the ratio $1/\sqrt2$ survives it.

For $d=3$ the force is $-4K_3u_n$. With this coupling included,

$$\omega_{\text{bulk}}^2=\frac{4(K+K_3)}{\mu},\qquad \omega_2^2=\frac{2K}{\mu},\qquad
\frac{\nu_2}{\nu_{\text{bulk}}}=\frac1{\sqrt2}\sqrt{\frac{K}{K+K_3}} .$$

A positive $K_3$ would place the bilayer below $22.6\ \text{cm}^{-1}$ for the same bulk frequency.

### Layers that are not perfectly rigid

Let each layer consist of three atomic planes of mass per area $m=\mu/3$, with adjacent planes joined by a force constant $\kappa\gg K$. Write $\varepsilon=K/\kappa$ and keep first order in $\varepsilon$.

**Bilayer.** In one layer let $a$, $b$ and $c$ be the displacements of the outer, middle and interface planes. The other layer has the opposite displacements, so the interface exerts the force $-2Kc$. Internal forces cancel when the three equations of motion are added:

$$m\omega^2(a+b+c)=2Kc .$$

To find how the planes differ, use the rigid value $m\omega^2\approx2K/3$. The equation for the outer plane, and the sum of those for the outer and middle planes, are

$$-m\omega^2a=\kappa(b-a),\qquad -m\omega^2(a+b)=\kappa(c-b).$$

They give $a-b\approx\tfrac23\varepsilon c$ and $b-c\approx\tfrac43\varepsilon c$. Hence $b\approx(1+\tfrac43\varepsilon)c$, $a\approx(1+2\varepsilon)c$, and $a+b+c\approx3c(1+\tfrac{10}{9}\varepsilon)$. Since $3m=\mu$,

$$\omega_2^2\approx\frac{2K}{\mu}\left(1-\frac{10}{9}\varepsilon\right).$$

**Bulk.** Both outer planes of a layer now touch an interface. By symmetry they share a displacement $a$, and each feels the force $-2Ka$. With $b$ for the middle plane, the sum of the three equations is $m\omega^2(2a+b)=4Ka$. The middle plane obeys $-m\omega^2b=2\kappa(a-b)$, where $m\omega^2\approx4K/3$, so $b-a\approx\tfrac23\varepsilon a$. Then $2a+b\approx3a(1+\tfrac29\varepsilon)$ and

$$\omega_{\text{bulk}}^2\approx\frac{4K}{\mu}\left(1-\frac29\varepsilon\right).$$

Taking the square root of the quotient halves the difference of the two corrections:

$$\frac{\nu_2}{\nu_{\text{bulk}}}\approx\frac1{\sqrt2}\left[1-\frac12\left(\frac{10}{9}-\frac29\right)\varepsilon\right]=\frac1{\sqrt2}\left(1-\frac49\varepsilon\right).$$

The bilayer softens more because each layer is pulled from one side only, and its interface plane must drag the middle and outer planes along. In the bulk each layer is pulled from both sides, and only the middle plane is dragged.

With the bulk frequency held at $32\ \text{cm}^{-1}$, $\kappa=100K$ lowers the bilayer value by about 0.44%, from 22.63 to $22.53\ \text{cm}^{-1}$. For $\kappa=1000K$ it is $22.62\ \text{cm}^{-1}$. Diagonalization of the three-plane model gives these same values. In this model, then, internal flexibility of that size matters much less than a 10% change in the interface stiffness.

## Numbers as computed

```
Given bulk shear wavenumber: 32.0 cm^-1
Chosen mass per area of a layer: 3.00e-06 kg/m^2
Bulk angular frequency: 6.0277e+12 rad/s
Interface force constant per area K: 2.7250e+19 N/m^3
Bulk wavenumber from periodic ring: 32.0000 cm^-1
Restoring force per displacement, bulk: 4.000 K
Restoring force per displacement, bilayer: 2.000 K
Ratio 1/sqrt(2): 0.70711 (no unit)
Bilayer wavenumber, formula: 22.6274 cm^-1
Bilayer wavenumber, diagonalization: 22.6274 cm^-1
Bilayer period, integrated motion: 1.4742 ps
Bilayer wavenumber, integrated motion: 22.6274 cm^-1
Bilayer frequency: 0.6784 THz
Bilayer quantum: 2.8054 meV
Highest shear mode, 2 layers: 22.627 cm^-1
Highest shear mode, 3 layers: 27.713 cm^-1
Highest shear mode, 4 layers: 29.564 cm^-1
Highest shear mode, 5 layers: 30.434 cm^-1
Highest shear mode, 6 layers: 30.910 cm^-1
Highest shear mode, 30 layers: 31.956 cm^-1
Bilayer with 10 % stiffer interface: 23.732 cm^-1
Bilayer, internal stiffness 100 K: 22.527 cm^-1
Bilayer, internal stiffness 1000 K: 22.617 cm^-1
```
